# Why a photodecomposable quencher steepens net acid at fixed dose and edge

**Q.** I have two chemically amplified resists. One contains an ordinary base quencher, which light leaves alone. The other contains a quencher that light destroys. How does exposure set the acid profile in each?

**A.** Start with what exposure leaves behind, before any neutralization. Let $E(x)$ be the local dose, $H$ the concentration of strong acid and $Q$ that of base. Each acid generator molecule converts with first-order constant $C$, so $dH/dE=C(G_0-H)$, where $G_0$ is the initial generator concentration. The quencher decomposes with constant $rC$, so $dQ/dE=-rCQ$. With no acid and a base loading $Q_0$ at zero dose, integration gives

$$H=G_0\left(1-e^{-CE}\right),\qquad Q=Q_0e^{-rCE}.$$

The stable quencher is the case $r=0$. I assume that the decomposed quencher leaves only an acid too weak to deprotect the resin, which is not counted in $H$. I also assume that neutralization waits until exposure has ended. Whether this matters depends on the chemistry. Suppose a neutralized quencher no longer responds to light. Fast neutralization during exposure would then leave little base at the edge for light to destroy, and nearly all of the steepness gain found below would be lost. The usual photodecomposable quencher, however, is an onium salt of a weak acid. Neutralizing it exchanges anions and leaves an onium salt of the strong acid, which light still converts to strong acid. If that salt keeps the constant $rC$, the difference $H-Q$ comes out the same whenever neutralization happens.

Neutralization then removes one acid and one base together. It changes $H$ and $Q$ but not their difference, the net acid $N=H-Q$. If it runs to completion without diffusion, the free acid is $N$ where $N>0$ and zero elsewhere. I therefore take $N=0$ as the feature edge.

**Q.** Acid rises with dose and base falls. Those are opposite gradients. Why don't they cancel?

**A.** Because the base enters $N$ with a minus sign. By the chain rule,

$$\frac{dH}{dx}=CG_0e^{-CE}\frac{dE}{dx},\qquad
\frac{dQ}{dx}=-rCQ_0e^{-rCE}\frac{dE}{dx}.$$

Subtracting the second from the first gives

$$\frac{dN}{dx}=C\left[G_0e^{-CE}+rQ_0e^{-rCE}\right]\frac{dE}{dx}.$$

Both terms in the bracket are positive. Moving towards the light, you gain acid and also lose the base that would have consumed acid. A stable, uniform quencher lowers $N$ by a constant and contributes no gradient.

**Q.** But changing the quencher also moves my edge. What is a fair comparison?

**A.** One choice is to hold the dose and the edge position fixed and adjust the loadings. Let subscript $e$ denote the edge. There $N=0$, so both resists need the same surviving base, $Q_e=H_e$. The stable loading is $H_e$. The photodecomposable loading must be larger, $Q_0=H_ee^{rCE_e}$, because part of it is destroyed.

Put $x=0$ at the bright centre of a line and work on the side where dose falls. Define the steepness $S=-dN/dx$, which is positive there. Since $G_0e^{-CE_e}=G_0-H_e$,

$$S_{\rm stable}=C(G_0-H_e)\left(-\frac{dE}{dx}\right)_e,$$

$$S_{\rm photo}=C\left[(G_0-H_e)+rH_e\right]\left(-\frac{dE}{dx}\right)_e.$$

The image gradient cancels in the ratio:

$$\frac{S_{\rm photo}}{S_{\rm stable}}=1+\frac{rH_e}{G_0-H_e}.$$

The gain vanishes if the quencher is insensitive to light, $r\to0$, or if the edge needs hardly any base, $H_e\to0$. For $r=1$, substituting $H_e=Q_0e^{-CE_e}$ and $G_0-H_e=G_0e^{-CE_e}$ reduces the ratio to $1+Q_0/G_0$.

**Q.** Can you put numbers on that?

**A.** Take a model resist with $G_0=0.2\ \mathrm{nm^{-3}}$, $C=0.02\ \mathrm{cm^2/mJ}$ and $r=1$. The image has a 40 nm pitch:

$$E(x)=20\left[1+0.6\cos\left(\frac{2\pi x}{40\ \mathrm{nm}}\right)\right]\ \mathrm{mJ/cm^2}.$$

Place the edge at 10 nm, where the cosine is zero. Then $CE_e=0.02\times20=0.4$, and

$$H_e=0.2(1-e^{-0.4})=0.0659\ \mathrm{nm^{-3}}.$$

This is the stable loading. The photodecomposable loading is $0.0659e^{0.4}=0.0984\ \mathrm{nm^{-3}}$.

The dose falls at $20\times0.6\times2\pi/40=1.885\ \mathrm{mJ/cm^2}$ per nanometre. The acid contribution to steepness is $0.02\times(0.2-0.0659)\times1.885=0.00505\ \mathrm{nm^{-4}}$. Loss of base adds $0.02\times0.0659\times1.885=0.00249\ \mathrm{nm^{-4}}$. The total is $0.00754\ \mathrm{nm^{-4}}$, which is 1.49 times the stable value.

**Q.** Does a steeper profile make my edge more stable?

**A.** That depends on the disturbance. Suppose a uniform contamination adds base $\delta$ that light does not destroy. The new edge satisfies $N(x_e+\Delta x)-\delta=0$. To first order $N(x_e+\Delta x)=-S\Delta x$, so

$$\Delta x=-\frac{\delta}{S}.$$

For $\delta=0.002\ \mathrm{nm^{-3}}$, solving the full edge equation numerically gives $-0.40$ nm with the stable quencher and $-0.27$ nm with the photodecomposable one. The minus sign means a shift towards the bright centre. Here steepness helps.

A dose error is different. Before the bake, $N$ depends on position only through $E$, and it increases with $E$. Each edge therefore sits at one threshold dose, and the matching made that dose 20 mJ/cm² for both resists. With 5% more dose, both edges move to the place where

$$1.05\left[1+0.6\cos\left(\frac{2\pi x}{40\ \mathrm{nm}}\right)\right]=1.$$

The outward shift is 0.51 nm in both cases. The steeper profile also responds more strongly to dose, and the two effects cancel. The quencher has not improved the optical image, so steepness alone does not tell you how far a dose error moves the edge.

**Q.** In practice I might keep the same loading and change the dose to recover the linewidth. Do I still get the 49% gain?

**A.** No. Define $q=Q_0/G_0$ and $u=CE_e$. Dividing $N=0$ by $G_0$ gives

$$1-e^{-u}=qe^{-ru}.$$

For this image shape, changing the overall dose leaves the logarithmic image slope $L=-(d\ln E/dx)_e=0.0942\ \mathrm{nm^{-1}}$ unchanged. Since $-dE/dx=EL$, the steepness is $S=G_0Ls$, with

$$s=ue^{-u}+rque^{-ru}.$$

For a stable quencher, $r=0$, the edge condition gives $e^{-u}=1-q$. Hence $u=-\ln(1-q)$ and $s=-(1-q)\ln(1-q)$. This requires $q<1$, since the generator cannot supply more acid than $G_0$. For $r=1$, the condition gives $(1+q)e^{-u}=1$. Hence $u=\ln(1+q)$ and $s=u(1+q)e^{-u}=\ln(1+q)$.

Give both resists the loading $0.0984\ \mathrm{nm^{-3}}$, so $q=0.492$. The stable resist needs 33.8 mJ/cm² and has steepness $0.00648\ \mathrm{nm^{-4}}$. The photodecomposable resist needs 20 mJ/cm² and has $0.00754\ \mathrm{nm^{-4}}$. The steepness gain is now 16%, while the dose falls by 41%.

**Q.** Why does so much of the gain disappear?

**A.** At low dose, $N$ is nearly a straight line in $E$. It starts at $-Q_0$ and reaches zero at $E_e$, so its slope is $Q_0/E_e$. Multiplying by $E_eL$ gives $S\approx Q_0L$, whatever $r$ is. Photolysis makes the line steeper in dose, but the edge then needs proportionately less dose. At $q=0.492$ the curvature of $N$ is no longer negligible: $S/(Q_0L)$ is 0.70 for the stable quencher and 0.81 for the photodecomposable one. That difference is the remaining 16%.

To find the first difference, write $u=q+aq^2+bq^3$ and expand both sides of the edge condition:

$$q+\left(a-\tfrac12\right)q^2+\left(b-a+\tfrac16\right)q^3
=q-rq^2+\left(\tfrac{r^2}{2}-ra\right)q^3.$$

The quadratic terms give $a=\tfrac12-r$. The cubic terms then give

$$b=a-\tfrac16-ra+\tfrac{r^2}{2}=\tfrac13-\tfrac32r+\tfrac32r^2.$$

In $s$, replace $qe^{-ru}$ by $1-e^{-u}$, as the edge condition allows:

$$s=ue^{-u}+ru(1-e^{-u})
=u+(r-1)u^2+\tfrac{1-r}{2}u^3+\cdots.$$

Inserting $u$, the coefficient of $q^2$ is $a+r-1=-\tfrac12$. That of $q^3$ is

$$b+2a(r-1)+\tfrac{1-r}{2}=-\tfrac16+r-\tfrac{r^2}{2}.$$

Subtracting the $r=0$ result leaves

$$s_{\rm photo}-s_{\rm stable}=\left(r-\tfrac{r^2}{2}\right)q^3+\cdots.$$

At sufficiently small loading, the gain is positive for $0<r<2$ and negative for $r>2$. A very light-sensitive quencher can therefore lose steepness in this comparison. For $q=0.2$ and $r=4$, numerical solution of the edge condition gives 0.57 times the stable dose and 0.97 times the stable steepness. The cubic term has the right sign here but would predict a loss of about 18%, so this case lies outside its quantitative range.

**Q.** My resist is baked after exposure. Won't diffusion wash the advantage out?

**A.** It reduces the gradients. Return to equal dose and equal edge, and let acid and base have the same diffusivity $D$. With neutralization rate constant $k$,

$$\frac{\partial H}{\partial t}=D\frac{\partial^2H}{\partial x^2}-kHQ,\qquad
\frac{\partial Q}{\partial t}=D\frac{\partial^2Q}{\partial x^2}-kHQ.$$

Subtraction cancels the reaction terms:

$$\frac{\partial N}{\partial t}=D\frac{\partial^2N}{\partial x^2}.$$

After time $t$, $N$ is its initial profile blurred by a Gaussian of variance $\sigma^2=2Dt$. A uniform base is unchanged by blurring. The initial photodecomposable base rises from the bright centre to the dark centre. Its gradient is positive between them and zero at both by symmetry. That gradient also obeys the diffusion equation, which cannot make it negative under these conditions. Its contribution to steepness survives.

For $r=1$, let $B$ be the blurred $e^{-CE}$. The two net-acid profiles are

$$N_{\rm stable}=G_0-Q_s-G_0B,\qquad
N_{\rm photo}=G_0-(G_0+Q_0)B,$$

where $Q_s$ is the stable loading. Their slopes again have the ratio $1+Q_0/G_0$.

Take $D=0.25\ \mathrm{nm^2/s}$ and a 50 s bake, so $\sigma=\sqrt{2\times0.25\times50}=5$ nm. Evaluating the blur by Gauss–Hermite quadrature, and choosing loadings that put both baked edges at 10 nm, gives $Q_s=0.0646$ and $Q_0=0.0953\ \mathrm{nm^{-3}}$. The steepnesses are 0.00374 and $0.00552\ \mathrm{nm^{-4}}$. Both are lower than before the bake, but their ratio is still $1+0.0953/0.2=1.48$.

**Q.** Is the acid I actually have at the edge that steep?

**A.** No, because neutralization takes a finite time and acid and base coexist near the edge. Since $H=(N+H+Q)/2$, the slope of $H$ is half the slope of $N$ plus half the slope of $H+Q$. Acid dominates on one side and base on the other, so $H+Q$ has a minimum near the edge and its slope there is small.

I solved the two coupled equations by finite differences in space and a stiff time integrator, with $k=50\ \mathrm{nm^3/s}$. At the end of the bake, the free-acid steepness at the edge is $0.00186\ \mathrm{nm^{-4}}$ for the stable quencher and $0.00274\ \mathrm{nm^{-4}}$ for the other. Each is about half the net value, and their ratio is 1.48. The chosen $k$ is faster than diffusion would normally allow: for a capture radius of 1 nm, the limit is $4\pi(2D)(1\ \mathrm{nm})\approx6\ \mathrm{nm^3/s}$. Using that value changes both slopes by only about 1%. These are final acid profiles. Deprotection depends on the acid present throughout the bake, which calls for a further calculation.

**Q.** What if the quencher hardly moves?

**A.** Then the simple blur fails. For an immobile quencher, subtraction gives

$$\frac{\partial N}{\partial t}=D\frac{\partial^2H}{\partial x^2}
=D\frac{\partial^2N}{\partial x^2}+D\frac{\partial^2Q}{\partial x^2}.$$

The last term depends on where neutralization has left base, so $N$ no longer evolves independently. Repeating the photodecomposable bake with the quencher fixed changes $N$ by as much as $0.015\ \mathrm{nm^{-3}}$ from the blurred profile, about 15% of the base loading. This largest change lies at the dark centre, not at the edge. This again uses $k=50\ \mathrm{nm^3/s}$. With only the acid moving, a 1 nm capture radius limits $k$ to about $3\ \mathrm{nm^3/s}$, and the largest change is then $0.013\ \mathrm{nm^{-3}}$. The two same-sign contributions still describe the profile at the start of the bake, but its later steepness and edge position must be found from the coupled equations.
